# Dimensionally regularized ⟨V³⟩ and ⟨(∇V)²⟩ in the Coulomb 1S state: verification in Python

```python
# Coulomb problem in d = 3 - 2 eps dimensions, hbar = c = 1; numerics in units m = Z alpha = 1.
# V(q) = -4 pi Za mubar^(2eps)/q^2, mubar^2 = mu^2 exp(gE)/(4 pi), L = ln(mu/(2 m Za)).
# psi = nodeless eigenfunction of the d-dimensional H, R = psi/psi(0), D = mubar^(2eps) psi(0)^2.
# Results under test:
#  V(r) = -C r^(-1+2eps), C = Za mubar^(2eps) Gamma(1/2-eps) pi^(eps-1/2)
#  R = 1 + a r^(1+2eps) + ..., a = -C/(1+2eps)
#  <V^3> = -pi D [1/eps + 2 + 4L] = -[1/eps + 12L + 10 - 2pi^2/3]
#  <(grad V)^2> = -2 pi D [1/eps + 4L] = -2[1/eps + 12L + 8 - 2pi^2/3]
#  pi D = 1 + eps(8L + 8 - 2pi^2/3),  -2E = 1 + eps(6 + 4L)
#  exact for 0<eps<1/2: <(grad V)^2> = 2<V^3> - 2E<V^2> + <p V^2 p>; last two terms -> 4.
# <(grad V)^2> is continued in eps by R^2 -> R^2 - 1 (scaleless term dropped).
import math
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import jv, hyp0f1
from scipy import constants as sc

mp.mp.dps = 30
gE, pi, ln2 = float(mp.euler), math.pi, math.log(2)
show = lambda label, x, unit="": print(f"{label} = {float(x):.7g} {unit}".rstrip())
mubar2eps = lambda e, mu: (mu**2*mp.exp(mp.euler)/(4*mp.pi))**e
coupling = lambda e, mu: mubar2eps(e, mu)*mp.gamma(0.5 - e)*mp.pi**(e - 0.5)
solid = lambda e: 2*mp.pi**(1.5 - e)/mp.gamma(1.5 - e)

# ---- solid angle, angular average, Fourier transform by oscillatory quadrature
e = mp.mpf("0.2"); d = 3 - 2*e; x = mp.mpf("2.3")
assert abs(solid(e)*mp.quad(lambda r: r**(d-1)*mp.exp(-r*r), [0, 1, 10]) - mp.pi**(d/2)) < 1e-12
ang = mp.quad(lambda t: mp.sin(t)**(d-2)*mp.cos(x*mp.cos(t)), [0, mp.pi])/mp.quad(lambda t: mp.sin(t)**(d-2), [0, mp.pi])
assert abs(ang - mp.gamma(d/2)*(2/x)**(d/2-1)*mp.besselj(d/2-1, x)) < 1e-12

def transform_4pi_over_q2(eps, r):
    d = 3 - 2*eps; nu = d/2 - 1
    z = (np.arange(1, 202) + nu/2 - 0.25)*pi/r
    first = quad(lambda q: r**nu*hyp0f1(nu+1, -(q*r)**2/4)/(2**nu*math.gamma(nu+1)),
                 0, z[0], weight="alg", wvar=(d-3, 0))[0]
    xg, wg = np.polynomial.legendre.leggauss(16)
    half = (z[1] - z[0])/2
    q = (z[:-1, None] + half) + half*xg
    sums = (first + np.cumsum(half*(q**(d/2-2)*jv(nu, q*r)) @ wg))[-15:]
    while len(sums) > 1:                      # repeated averaging of the alternating partial sums
        sums = (sums[1:] + sums[:-1])/2
    return 4*pi*(2*pi)**(-d/2)*r**(1-d/2)*sums[0]

for eps in (0.0, 0.1, 0.3, -0.2):
    for r in (1.0, 1.7):
        formula = math.gamma(0.5-eps)*pi**(eps-0.5)*r**(2*eps-1)
        assert abs(transform_4pi_over_q2(eps, r)/formula - 1) < 1e-9
show("FT of 4pi/q^2, eps=0.1, r=1, quadrature", transform_4pi_over_q2(0.1, 1.0))
show("FT of 4pi/q^2, eps=0.1, r=1, formula", math.gamma(0.4)*pi**(-0.4))

# ---- expansions and d=3 integrals used in the derivation
mu = mp.mpf(3); lm = mp.log(mu)
assert abs(mp.diff(lambda e: coupling(e, mu), 0) - 2*(lm + gE)) < 1e-12
assert abs(mp.diff(lambda e: coupling(e, mu)**3*solid(e)/mubar2eps(e, mu)/(4*mp.pi), 0) - (4*lm + 2 + 4*gE)) < 1e-12
assert abs(mp.diff(lambda e: 4*mp.pi*mubar2eps(e, mu)/solid(e), 0) - (2*lm + 2*gE - 2)) < 1e-12
avg = lambda f: mp.quad(lambda r: 4*r*r*mp.exp(-2*r)*f(r), [0, 1, 10, 60])
h = lambda r: -1/r + 2*mp.log(r) + 2*r
cov = lambda w: avg(lambda r: w(r)*h(r)) - avg(w)*avg(h)
cov_coul, cov_log = cov(lambda r: -1/r), cov(lambda r: -mp.log(r)/r)
mean_log = avg(lambda r: mp.log(r)/r)
assert abs(cov_coul - 3) < 1e-10 and abs(cov_log - (2 - 3*gE - 3*ln2 - pi**2/3)) < 1e-10
assert abs(mean_log - (1 - gE - ln2)) < 1e-10
lnN2 = lambda e: -mp.log(mp.quad(lambda r: r**(2-2*e)*mp.exp(-2*r/(1-e)), [0, 1, 10, 60]))
step = mp.mpf("1e-6"); slopeN = (lnN2(step) - lnN2(-step))/(2*step)
assert abs(slopeN - (6 - 2*ln2 - 2*gE)) < 1e-9
rem = mp.quad(lambda y: (mp.expm1(-y) + y*mp.exp(-y))/y**2, [1e-12, 1, 10, mp.inf])
assert abs(rem + 1) < 1e-9
show("cov(-1/r,h)", cov_coul); show("cov(-ln r/r,h)", cov_log); show("<ln r/r>", mean_log)
show("d ln N^2/d eps", slopeN); show("remainder integral", rem)
# subtraction rule equals Gamma-function continuation; pole with the d=3 wave function
sub = mp.quad(lambda r: r**(2*e-2)*mp.expm1(-2*r), [0, 1]) + mp.quad(lambda r: r**(2*e-2)*mp.exp(-2*r), [1, 10, 60]) - 1/(1-2*e)
assert abs(sub - mp.gamma(2*e-1)*2**(1-2*e)) < 1e-8
t = mp.mpf("1e-10")
naive = t*coupling(t, 2)**2*(1-2*t)**2*solid(t)*mp.gamma(2*t-1)*2**(1-2*t)/mp.pi
assert abs(naive + 4) < 1e-7

# ---- numerical 1S state in d dimensions (Riccati shooting)
OPT = dict(method="DOP853", rtol=1e-12, atol=1e-14)
def solve(eps, mu):
    d, s = 3 - 2*eps, 1 + 2*eps
    C, Om, mb = float(coupling(eps, mu)), float(solid(eps)), float(mubar2eps(eps, mu))
    g = 2**(1-2*eps)/math.gamma(d); b = (C*g*(1-2*eps))**(1/s)
    Evar = b*b/2 - C*g*b**(1-2*eps)           # variational value, used only as a bracket
    rm, rmax = 1/b, 25/b; tm = math.log(rm)
    def inner(t, y, E):                       # v = r R'/(R r^s), phi = ln R / r^s, t = ln r
        r = math.exp(t); rs = math.exp(s*t); v = y[0]
        out = [-(s+d-2)*v - rs*v*v - 2*(E*r*r/rs + C)]
        if len(y) > 1:
            out.append(v - s*y[1])
        if len(y) > 2:
            a2 = 2*y[1]*rs; R2 = math.exp(a2)
            out += [r**d*R2, rs*rs/r**2*R2, math.expm1(a2)*rs/r**2, rs*R2, v*v*rs**3/r**2*R2, r*r*R2]
        return out
    def outer(r, y, E):                       # p = R'/R, J = int_r^inf f R^2 dr / R(r)^2
        p = y[0]; out = [-p*p - (d-1)*p/r - 2*(E + C*r**(s-2))]
        if len(y) > 1:
            u = r**(2*eps)
            f = (r**(d-1), u*u/r, u/r**2, u, u*p*p, r)
            out += [-f[i] - 2*p*y[i+1] for i in range(6)]
        return out
    p0 = lambda E: -math.sqrt(-2*(E + C*rmax**(s-2)))
    def mismatch(E):
        vi = solve_ivp(inner, (tm-17, tm), [0.0], args=(E,), **OPT).y[0, -1]
        return vi*rm**(s-1) - solve_ivp(outer, (rmax, rm), [p0(E)], args=(E,), **OPT).y[0, -1]
    E = brentq(mismatch, 1.05*Evar, 0.98*Evar, xtol=2e-13, rtol=1e-13)
    t1 = tm - 30; r1 = math.exp(t1)
    v1, phi1 = solve_ivp(inner, (t1-36, t1), [0.0, 0.0], args=(E,), **OPT).y[:, -1]
    yi = solve_ivp(inner, (t1, tm), [v1, phi1] + [0.0]*6, args=(E,), **OPT).y[:, -1]
    yo = solve_ivp(outer, (rmax, rm), [p0(E)] + [0.0]*6, args=(E,), **OPT).y[:, -1]
    N, I3, IG, I2, Ip, I1 = yi[2:] + yo[1:]*math.exp(2*yi[1]*rm**s)
    tail = r1**(4*eps)/(4*eps)                # pure power below r1, coefficient measured
    I3 += tail; IG += 2*phi1*tail - rm**(2*eps-1)/(1-2*eps); I2 += r1**s/s
    return dict(E=E, C=C, a=phi1, piD=pi*mb/(Om*N), V=-C*I1/N, V3=-C**3*I3/N,
                G=C*C*(1-2*eps)**2*IG/N, V2=C*C*I2/N, PVP=C*C*Ip/N)

for eps in (0.1, 0.25):
    q = solve(eps, 2.0); rhs = 2*q["V3"] - 2*q["E"]*q["V2"] + q["PVP"]
    assert abs(q["E"]/((0.5+eps)*q["V"]) - 1) < 1e-9          # virial theorem
    assert abs(q["G"]/rhs - 1) < 1e-8                         # exact identity
    assert abs(q["a"]*(1+2*eps)/q["C"] + 1) < 1e-9 + 10*math.exp(-30*(1-2*eps))
    print(f"eps={eps}, mu=2: <(grad V)^2> subtracted {q['G']:.8f}, identity {rhs:.8f} [m^4 (Za)^6]")

nodes = 0.003*np.arange(1, 8)
def laurent(vals):                            # vals = c0 + c1 eps + ...; fit of the log, degree 6
    P = Polynomial.fit(nodes, np.log(np.abs(vals)), 6)
    c0 = math.copysign(math.exp(P(0.0)), vals[0])
    return c0, c0*P.deriv()(0.0)

def study(mu):
    L = math.log(mu/2); S = [solve(float(x), mu) for x in nodes]
    A = {k: np.array([q[k] for q in S]) for k in S[0]}
    assert np.all(np.abs(A["a"]*(1+2*nodes)/A["C"] + 1) < 1e-9)
    z = 2*pi**2/3
    table = {"E": (A["E"], -0.5, -(3+2*L)), "pi D": (A["piD"], 1, 8*L+8-z),
             "eps<V^3>/(pi D)": (nodes*A["V3"]/A["piD"], -1, -(2+4*L)),
             "eps<(grad V)^2>/(pi D)": (nodes*A["G"]/A["piD"], -2, -8*L),
             "eps<V^3>": (nodes*A["V3"], -1, -(12*L+10-z)),
             "eps<(grad V)^2>": (nodes*A["G"], -2, -2*(12*L+8-z))}
    res = {}
    for k, (vals, c0, c1) in table.items():
        n0, n1 = laurent(vals); res[k] = (n0, n1)
        assert abs(n0 - c0) < 1e-6 and abs(n1 - c1) < 2e-4   # truncation and ODE noise of the fit
        print(f"  {k}: eps^0 {n0:.6f}, eps^1 {n1:.4f}, formula eps^1 {c1:.6f}")
    diff = laurent(A["G"] - 2*A["V3"])[0]
    t2, tp = laurent(-2*A["E"]*A["V2"])[0], laurent(A["PVP"])[0]
    assert abs(diff - 4) < 1e-5 and abs(t2 - 2) < 1e-6 and abs(tp - 2) < 1e-6
    print(f"  eps->0: <(grad V)^2>-2<V^3> {diff:.5f}, -2E<V^2> {t2:.5f}, <pV^2p> {tp:.5f}")
    return L, S, table, res, diff

print("extrapolation, mu = 2 m Za (L=0), units m = Za = 1")
res0 = study(2.0)[3]
show("residue of <(grad V)^2> with d=3 wave function", naive, "[m^4 (Za)^6]")
assert abs(float(naive)/res0["eps<(grad V)^2>"][0] - 2) < 1e-5

# ---- worked example: hydrogen-like chlorine, 1S, mu = m_e
Z = 17; Za = Z*sc.alpha; mc2 = sc.physical_constants["electron mass energy equivalent in MeV"][0]*1e6
unit = mc2*Za**6
print(f"Cl16+, Z = {Z}, mu = m_e")
show("alpha", sc.alpha); show("Z alpha", Za); show("m c^2", mc2, "eV"); show("mu/(m Za)", 1/Za)
print("extrapolation, mu = m_e, units m = Za = 1")
L, S, table, res, diff = study(1/Za)
show("L", L); show("m (Za)^6", unit, "eV")
q, eps = S[3], nodes[3]
print(f"direct solution at eps = {eps:.3f}, units m = Za = 1")
for k in ("C", "a", "E", "piD", "V3", "G"):
    show("  " + {"piD": "pi D", "V3": "<V^3>", "G": "<(grad V)^2>"}.get(k, k), q[k])
print(f"  <V^3>/(pi D) {q['V3']/q['piD']:.5f}, pole+finite {-(1/eps+2+4*L):.5f}")
print(f"  <(grad V)^2>/(pi D) {q['G']/q['piD']:.5f}, pole+finite {-2*(1/eps+4*L):.5f}")
show("residue <V^3>/m^2", res["eps<V^3>"][0]*unit, "eV")
show("residue <(grad V)^2>/m^3", res["eps<(grad V)^2>"][0]*unit, "eV")
show("finite <V^3>/m^2, D factored", table["eps<V^3>/(pi D)"][2]*unit, "eV")
show("finite <(grad V)^2>/m^3, D factored", table["eps<(grad V)^2>/(pi D)"][2]*unit, "eV")
show("finite <V^3>/m^2, expanded", table["eps<V^3>"][2]*unit, "eV")
show("finite <(grad V)^2>/m^3, expanded", table["eps<(grad V)^2>"][2]*unit, "eV")
print(f"(<(grad V)^2> - 2m<V^3>)/m^3 = {diff*unit:.5f} eV")
print("all tests passed")
```

It prints:

```
FT of 4pi/q^2, eps=0.1, r=1, quadrature = 1.403243
FT of 4pi/q^2, eps=0.1, r=1, formula = 1.403243
cov(-1/r,h) = 3
cov(-ln r/r,h) = -5.100957
<ln r/r> = -0.2703628
d ln N^2/d eps = 3.459274
remainder integral = -1
eps=0.1, mu=2: <(grad V)^2> subtracted -26.64298486, identity -26.64298486 [m^4 (Za)^6]
eps=0.25, mu=2: <(grad V)^2> subtracted -22.26337684, identity -22.26337684 [m^4 (Za)^6]
extrapolation, mu = 2 m Za (L=0), units m = Za = 1
  E: eps^0 -0.500000, eps^1 -3.0000, formula eps^1 -3.000000
  pi D: eps^0 1.000000, eps^1 1.4203, formula eps^1 1.420264
  eps<V^3>/(pi D): eps^0 -1.000000, eps^1 -2.0000, formula eps^1 -2.000000
  eps<(grad V)^2>/(pi D): eps^0 -2.000000, eps^1 -0.0000, formula eps^1 -0.000000
  eps<V^3>: eps^0 -1.000000, eps^1 -3.4203, formula eps^1 -3.420264
  eps<(grad V)^2>: eps^0 -2.000000, eps^1 -2.8405, formula eps^1 -2.840527
  eps->0: <(grad V)^2>-2<V^3> 4.00000, -2E<V^2> 2.00000, <pV^2p> 2.00000
residue of <(grad V)^2> with d=3 wave function = -4 [m^4 (Za)^6]
Cl16+, Z = 17, mu = m_e
alpha = 0.007297353
Z alpha = 0.124055
m c^2 = 510999 eV
mu/(m Za) = 8.060941
extrapolation, mu = m_e, units m = Za = 1
  E: eps^0 -0.500000, eps^1 -5.7878, formula eps^1 -5.787766
  pi D: eps^0 1.000000, eps^1 12.5713, formula eps^1 12.571329
  eps<V^3>/(pi D): eps^0 -1.000000, eps^1 -7.5755, formula eps^1 -7.575533
  eps<(grad V)^2>/(pi D): eps^0 -2.000000, eps^1 -11.1511, formula eps^1 -11.151065
  eps<V^3>: eps^0 -1.000000, eps^1 -20.1469, formula eps^1 -20.146861
  eps<(grad V)^2>: eps^0 -2.000000, eps^1 -36.2937, formula eps^1 -36.293723
  eps->0: <(grad V)^2>-2<V^3> 4.00000, -2E<V^2> 2.00000, <pV^2p> 2.00000
L = 1.393883
m (Za)^6 = 1.86254 eV
direct solution at eps = 0.012, units m = Za = 1
  C = 1.066415
  a = -1.04142
  E = -0.5732744
  pi D = 1.158909
  <V^3> = -106.0505
  <(grad V)^2> = -206.8313
  <V^3>/(pi D) -91.50892, pole+finite -90.90887
  <(grad V)^2>/(pi D) -178.47063, pole+finite -177.81773
residue <V^3>/m^2 = -1.86254 eV
residue <(grad V)^2>/m^3 = -3.725079 eV
finite <V^3>/m^2, D factored = -14.10973 eV
finite <(grad V)^2>/m^3, D factored = -20.7693 eV
finite <V^3>/m^2, expanded = -37.52433 eV
finite <(grad V)^2>/m^3, expanded = -67.5985 eV
(<(grad V)^2> - 2m<V^3>)/m^3 = 7.45016 eV
all tests passed
```
